# Peak-to-background ratio of a two-photon autocorrelation with a silicon photodiode

## Problem

A pulsed beam at 1550 nm enters a Michelson interferometer. Its two arms return copies of each pulse, which leave along one common beam with the same polarization and a relative delay \(\tau\). The beam is focused on a silicon photodiode, and the average photocurrent is recorded while one mirror moves slowly enough for every optical fringe to be resolved.

The pulses last 100 fs (full width at half maximum of the intensity, sech² shape) and repeat at 100 MHz. Each arm alone delivers 1.0 mW inside the silicon, in a Gaussian beam of radius 5 µm (where the intensity has fallen to \(1/e^2\)). Carriers are collected from a layer 20 µm thick.

(a) What is the ratio of the current at the highest fringe to the current at large delay, where the copies no longer overlap?

(b) What currents should be expected, and how far do the imperfections of a real detector move the ratio?

## A tempting solution

At large delay the arms do not interfere, so the detector receives the sum of their powers, \(2P\). At zero delay the fields add, the amplitude doubles, and the power is \(4P\). The power ratio is therefore 2. Two-photon absorption responds to the square of the light, so the current ratio is \(2^2=4\).

## Where it fails

Both powers are right. The fault is in squaring them. Two-photon absorption depends on the square of the intensity at each instant, and the detector averages afterwards. The tempting solution averages first and squares second.

At large delay the copies arrive one after the other. Let \(I_1(t)\) and \(I_2(t)\) be their intensities. Then

\[
\int (I_1+I_2)^2dt=\int I_1^2\,dt+\int I_2^2\,dt+2\int I_1I_2\,dt ,
\]

and the last integral vanishes because the two intensities are never present together. Two equal pulses give twice the signal of one. Squaring the doubled power gives four times that signal, which makes the background too large by a factor of 2.

## The detector law

The photon energy is 0.80 eV. The gap of silicon is roughly 1.12 eV, so one photon cannot lift an electron across it, while two photons, with 1.60 eV, can. The intensity then falls with depth \(z\) as

\[
\frac{dI}{dz}=-\beta I^2 ,
\]

where \(\beta\) is the two-photon absorption coefficient. The energy absorbed per volume and time is \(\beta I^2\). Each electron–hole pair takes up two photons, so pairs are created at the rate \(\beta I^2/(2h\nu)\) per volume.

Four assumptions enter here: the absorption follows the intensity without delay, the beam is hardly weakened in the layer, its radius is constant there, and every pair is collected. The charge per pulse pair is then

\[
S(\tau)=K\int I_{\rm tot}^2(t)\,dt ,\qquad I_{\rm tot}=|E_1+E_2|^2 ,
\]

with a constant \(K\) that does not depend on the delay. The complex fields are scaled so that \(|E|^2\) is the intensity averaged over an optical cycle.

The two copies have equal amplitude even if the beam splitter is uneven. On the way to the detector, one copy is first reflected and then transmitted, and the other is first transmitted and then reflected. For a symmetric lossless splitter both acquire the same factor, the product of the reflection and transmission amplitudes. The losses in the two arms must still match.

## The ratio

Let \(W=\int I^2dt\) for one copy. At \(\tau=0\) the field is \(2E\), the intensity \(4I\), and its square \(16I^2\):

\[
S(0)=16KW .
\]

At large delay, as shown above,

\[
S_{\rm bg}=2KW .
\]

Hence

\[
\boxed{\frac{S(0)}{S_{\rm bg}}=\frac{16}{2}=8 .}
\]

It remains to show that no other delay gives a higher fringe. For any two complex numbers, \(|x+y|\le|x|+|y|\). The function \(u^4\) is convex, so the fourth power of a mean is at most the mean of the fourth powers:

\[
\left(\frac{|x|+|y|}{2}\right)^4\le\frac{|x|^4+|y|^4}{2}
\quad\Rightarrow\quad
|x+y|^4\le 8\left(|x|^4+|y|^4\right).
\]

With \(x=E_1\) and \(y=E_2\), integration over time gives \(S(\tau)\le 8K(W+W)=16KW\). The fringe at zero delay reaches this bound.

The pulse shape was not used, and neither was its phase. The ratio is the same for a chirped or distorted pulse, so finding 8 says nothing about pulse duration. It does test the detector. If \(k\) photons are needed per pair, the signal is \(\int I_{\rm tot}^k\,dt\), the peak is \(4^k\) and the background 2 in units of one copy, and the ratio is \(2^{2k-1}\): 2 for one photon, 8 for two, 32 for three.

## The whole trace

Write \(E_1=a_1e^{-i\omega t}\) with \(a_1=a(t)\). The delayed copy is

\[
E_2=a(t-\tau)e^{-i\omega(t-\tau)}=a_2e^{-i\omega t}e^{i\omega\tau},\qquad a_2=a(t-\tau).
\]

Define \(z=E_1^*E_2=a_1^*a_2e^{i\omega\tau}\). Then \(I_{\rm tot}=I_1+I_2+2\,{\rm Re}\,z\), and

\[
I_{\rm tot}^2=(I_1+I_2)^2+4(I_1+I_2)\,{\rm Re}\,z+4({\rm Re}\,z)^2 .
\]

Since \({\rm Re}\,z=(z+z^*)/2\), the last term is \(4({\rm Re}\,z)^2=2|z|^2+2\,{\rm Re}\,z^2\), and \(|z|^2=I_1I_2\). Collecting terms,

\[
I_{\rm tot}^2=I_1^2+I_2^2+4I_1I_2+4(I_1+I_2)\,{\rm Re}\,z+2\,{\rm Re}\,z^2 .
\]

Integrate and divide by \(2W\), using \(\int I_1^2dt=\int I_2^2dt=W\):

\[
\frac{S(\tau)}{S_{\rm bg}}=1+\frac{2}{W}\int I_1I_2\,dt+\frac{2}{W}\int(I_1+I_2)\,{\rm Re}\,z\,dt+\frac{1}{W}\int{\rm Re}\,z^2\,dt .
\]

At zero delay \(z=I_1=I_2\), and the four terms are \(1+2+4+1=8\). The third oscillates once per optical period, 5.17 fs of delay or 775 nm of mirror travel. The fourth oscillates twice as fast.

Half a period from the centre, \(e^{i\omega\tau}=-1\) while the envelopes have hardly shifted. The terms become \(1+2-4+1=0\), so the lowest fringe lies almost at zero current.

If the fringes are averaged out, the last two terms disappear and the centre stands at \(1+2=3\). A recorded ratio near 3 can therefore mean that the electronics is too slow for the mirror speed.

## When the tempting answer is right

Replace the pulses by steady chaotic light, whose complex amplitude is a Gaussian random variable. For such light \(\langle I^2\rangle=2\langle I\rangle^2\). At zero delay the signal is proportional to \(16\langle I^2\rangle=32\langle I\rangle^2\). At delays beyond the coherence time the total field is a sum of two independent Gaussian variables, which is again Gaussian, now with mean intensity \(2\langle I\rangle\). The background is \(2(2\langle I\rangle)^2=8\langle I\rangle^2\), and the ratio is 4.

Squaring the average power works here because \(\langle I_{\rm tot}^2\rangle/\langle I_{\rm tot}\rangle^2\) is the same at both delays. For separated pulses it is not, since at large delay the energy is spread over two pulses instead of being concentrated in one. The ratio 8 thus requires isolated pulses and a scan that separates them.

## Currents in the example

For \(I\propto{\rm sech}^2(t/T)\) the half-maximum condition gives \(T=100\ {\rm fs}/(2\,{\rm arcosh}\sqrt2)=56.7\) fs. One copy carries \(1.0\ {\rm mW}/100\ {\rm MHz}=10\) pJ. Because \(\int{\rm sech}^2(t/T)\,dt=2T\), its peak power is

\[
P_0=\frac{10\ {\rm pJ}}{2\times56.7\ {\rm fs}}=88\ {\rm W}.
\]

A Gaussian beam of radius \(w\) has the peak intensity

\[
I_0=\frac{2P_0}{\pi w^2}=0.224\ {\rm GW/cm^2}.
\]

The number of pairs needs \(I^2\) integrated over area and time. The radial integral of \(e^{-4r^2/w^2}\) is \(\pi w^2/4\), and \(\int{\rm sech}^4(t/T)\,dt=4T/3\). With the rough value \(\beta=0.8\) cm/GW and \(L=20\) µm,

\[
N=\frac{\beta L I_0^2}{2h\nu}\,\frac{\pi w^2}{4}\,\frac{4T}{3}\approx4670
\]

pairs per single copy. The background current is \(2Ne\times100\ {\rm MHz}=150\) nA, and the peak current is eight times larger, about 1200 nA.

## What moves the ratio

**Depletion.** Solving \(dI/dz=-\beta I^2\) gives \(I(L)=I/(1+\beta IL)\), so the absorbed intensity is \(\beta LI^2/(1+\beta IL)\approx\beta LI^2(1-\beta IL)\). At the central fringe the largest \(\beta IL\) is \(4\beta I_0L=1.44\times10^{-3}\). The average reduction involves \(\int I^3/\int I^2\), which contributes \(2/3\) from the beam profile and \(4/5\) from the pulse, together \(8/15\). The peak loses \(7.7\times10^{-4}\) of its value and the background a quarter of that fraction. The ratio becomes 7.995.

**One-photon and dark current.** Defects and surfaces can absorb single photons below the gap. Let a fraction \(f\) of the background current be of this kind and a fraction \(d\) be dark current. From background to peak the two-photon part grows by 8, the one-photon part by 2, and the dark part not at all:

\[
\frac{S(0)}{S_{\rm bg}}=8(1-f-d)+2f+d=8-6f-7d .
\]

Assume a one-photon responsivity of 1 µA/W and a dark current of 1 nA at 300 K. The 2 mW of background light then gives 2 nA, and the 4 mW at the peak gives 4 nA. With depletion included,

\[
\frac{1196.2+4+1}{149.6+2+1}\approx7.87 .
\]

If the dark current scales as the intrinsic carrier density, \(T_{\rm d}^{3/2}e^{-E_g/2k_BT_{\rm d}}\) with \(T_{\rm d}\) the diode temperature, it rises to 4.3 nA at 320 K. With everything else held fixed the ratio is 7.73. This keeps the gap at 1.12 eV. The gap shrinks on warming, which raises the dark current to about 4.7 nA and lowers the ratio to about 7.71.

Lower power makes matters worse, since the two-photon current falls as the square of the power and the one-photon current in proportion to it. Leaving dark current aside, \(f=0.1\) requires a two-photon current nine times the one-photon current. Their ratio at 1 mW per arm is \(149.6/2.0\approx75\), so this happens at \(9/75=0.12\) mW per arm, where the ratio would be 7.4. The two-photon background is then only about 2.2 nA, so the assumed dark current of 1 nA is no longer small beside it. Including it lowers the ratio to about 5.5.

**Unequal arms.** For an amplitude ratio \(r\) the peak is \((1+r)^4\) and the background \(1+r^4\), so

\[
\frac{S(0)}{S_{\rm bg}}=\frac{(1+r)^4}{1+r^4}.
\]

A weaker arm with 90% of the other's power (\(r^2=0.9\)) gives 7.97, and one with 50% gives 6.79. Small mismatches matter little because the expression is unchanged under \(r\to1/r\) and is therefore stationary at \(r=1\).

**Sampling.** With mirror steps of 50 nm, the centre can lie 25 nm from the nearest sample. This is 50 nm of optical path, or a phase \(\varphi=2\pi\times50/1550=0.203\). The fields then add to \(|1+e^{i\varphi}|=2\cos(\varphi/2)\) times one field, and the nearest sample of the central fringe reads \(8\cos^4(\varphi/2)=7.84\). The highest sample of the whole scan is larger, because the neighbouring fringes are almost as high and fall differently on the grid. A fringe is 15.5 steps long, so in this case the next crest is sampled exactly and reads 7.98. For the least favourable position of the grid the highest sample is about 7.95.

**Background read too early.** For large \(\tau\), near the first pulse the tail of the second has amplitude \(2e^{-(\tau-t)/T}\), in units of its peak. Its contribution to the fringe integral is

\[
2e^{-\tau/T}\int{\rm sech}^3(t/T)\,e^{t/T}dt=4Te^{-\tau/T},
\]

since only the even part \(\cosh(t/T)\) of the exponential survives and \(\int{\rm sech}^2(t/T)\,dt=2T\). The region near the second pulse contributes equally. With \(W=4T/3\), the third term of the trace has the amplitude

\[
\frac{2}{W}\,8Te^{-\tau/T}=12e^{-\tau/T}.
\]

At 300 fs this is 0.061, whereas numerical integration gives only 0.003 for the intensity overlap term, which contains the square of the small tail amplitude. All terms together put the upper fringes 6% above the background at 300 fs and 0.2% above it at 500 fs. For this pulse, three pulse widths of delay are too few for a background read at a single delay to the 1% level, and five are enough. If the background is averaged over several fringes, only the overlap term remains, and the error at 300 fs is 0.3%.

## Comparison with a real diode

The pulse parameters are chosen round values, and the silicon constants are rough typical values. The one-photon responsivity and the dark current are assumed and differ between diodes, so they should be measured. A collecting layer thicker than 20 µm raises the two-photon current, but also the weakening of the beam by absorption. Uncoated silicon reflects roughly 30% of the light, so more power is needed outside, but this does not alter the ratio at a given internal power.

Complete collection is the assumption that deserves most care. A bias of 10 V across 20 µm gives an average field of 0.005 MV/cm, far below the rough breakdown field of 0.3 MV/cm. This bias depletes the whole layer only if its doping is below about \(3\times10^{13}\) cm⁻³, and the field is nearly uniform only well below that, as in a p-i-n diode. At the central fringe each pulse pair creates about \(16N\approx75\,000\) pairs. Treating the charge of one sign as a point charge 10 µm away gives a field of roughly a fifth of the bias field. Close to the narrow column in which the pairs are created, the field of that charge is larger: with the electrodes left out, up to about 0.45 of the bias field across the column and about 0.6 along the axis at its ends. This order-of-magnitude estimate suggests slower collection rather than lost charge: in the unscreened bias field holes cross the layer in about 1 ns at a rough mobility of 450 cm²/Vs, and even a transit several times longer is short against an assumed carrier lifetime of 10 µs. A tighter focus or more power raises the charge per pulse, and the peak, which carries eight times the background charge, would be the first to suffer.

Numerical values quoted here were computed with a short program.
